# Injected Charge and Low-Frequency Capacitance in a Trap-Free Diode

**Q:** I want the capacitance of a hole-only diode carrying space-charge-limited current. My reasoning is short. At low frequency the injected charge $Q$ has time to follow the voltage $V$, so a capacitance bridge must read $dQ/dV$. I need only the steady charge. Do you agree?

**A:** Let us get the charge first, and then ask what the bridge reads. Take a planar layer of thickness $L$ and permittivity $\epsilon$, with holes of constant mobility $\mu$ entering at $x=0$ and leaving at $x=L$. There are no traps, no background carriers and no diffusion. The injecting contact supplies as many holes as the layer will take, which in this model means $E(0)=0$. $V=\int_0^L E\,dx$ is the internal voltage, with any built-in voltage already subtracted. Currents, charges and capacitances are per unit area, and $C_0=\epsilon/L$ is the geometrical capacitance.

Gauss's law gives the hole charge density $\rho=\epsilon\,dE/dx$. The steady current is therefore

$$J=\rho\mu E=\epsilon\mu E\frac{dE}{dx}=\frac{\epsilon\mu}{2}\frac{d(E^2)}{dx}.$$

$J$ does not depend on $x$, so integrating from the injector gives $E^2=2Jx/(\epsilon\mu)$. Then

$$V=\sqrt{\frac{2J}{\epsilon\mu}}\int_0^L\sqrt{x}\,dx=\frac23\sqrt{\frac{2J}{\epsilon\mu}}\,L^{3/2}.$$

Squaring and solving for $J$, then putting the result back into $E$, gives

$$J=\frac98\frac{\epsilon\mu V^2}{L^3},\qquad E(x)=\frac{3V}{2L}\sqrt{\frac xL}.$$

The injected charge is

$$Q=\int_0^L\rho\,dx=\epsilon[E(L)-E(0)]=\frac32C_0V,\qquad \frac{dQ}{dV}=\frac32C_0.$$

**Q:** Then my bridge should read one and a half times the geometrical value. My layer is 200 nm thick with relative permittivity 3, so $C_0=13.3$ nF/cm² and I expect 19.9 nF/cm².

**A:** That does not follow. The bridge measures the current in the wire, and picks out the part in quadrature with the voltage. Charge conservation for the holes says

$$\frac{dQ}{dt}=j_c(0)-j_c(L),$$

where $j_c$ is the conduction current. Because $E(0)$ stays zero, there is no displacement current at the injector, and $j_c(0)$ is the whole current in the wire. You have set that current's quadrature part equal to $dQ/dt$. This requires $j_c(L)$ to have no quadrature part, and you have not shown that.

**Q:** I could look at the other electrode instead. Its surface charge is $-\epsilon E(L)=-Q$. Surely the wire must supply the change in that charge.

**A:** The wire supplies part of it. Holes arriving from the layer also change the charge on that metal. With current counted positive towards $+x$, holes bring in $j_c(L)$ and the wire carries away the total current $j$:

$$\frac{d}{dt}[-\epsilon E(L)]=j_c(L)-j\quad\Longrightarrow\quad j=\epsilon\frac{dE(L)}{dt}+j_c(L).$$

The first term is your $dQ/dt$. The second is the conduction current your argument leaves out.

**Q:** At low frequency, though, the conduction current should just follow its steady curve $J(V)$. That is in phase with the voltage, so it belongs to the conductance.

**A:** It follows the curve with a small time shift. Suppose a conduction current of amplitude $Gv$ is shifted by a time $t_s$. Its quadrature part is of order $\omega t_sGv$, which looks like a capacitance $Gt_s$. This does not vanish at low frequency, because a capacitive current is itself proportional to $\omega$. The shift should be some fraction of the transit time $T$, and $GT$ will turn out to be $3C_0$. The effect is therefore as large as the one you kept, and we have to calculate it.

**Q:** Please do it without assuming the phase.

**A:** Write the field as $E(x)+e(x)e^{i\omega t}$, the total current as $J+je^{i\omega t}$ and the voltage as $V+ve^{i\omega t}$. From here on $j$ and $j_c$ are amplitudes. With this sign convention $Y=j/v=G+i\omega C$. The total current, displacement plus conduction, is the same at every $x$:

$$J_{\rm tot}=\epsilon\frac{\partial E}{\partial t}+\frac{\epsilon\mu}{2}\frac{\partial(E^2)}{\partial x}.$$

To first order in the small amplitudes,

$$j=i\omega\epsilon e+\epsilon\mu\frac{d(Ee)}{dx}.$$

Now replace $x$ by the time $\tau$ a hole needs to reach $x$ in the steady field, so that $dx=\mu E\,d\tau$. Along this path

$$\frac{dE}{d\tau}=\mu E\frac{dE}{dx}=\frac J\epsilon,\qquad E=\frac{J\tau}{\epsilon},\qquad x=\frac{\mu J\tau^2}{2\epsilon}.$$

At the collector $L=\mu JT^2/(2\epsilon)$. Inserting $J$ gives $T^2=16L^4/(9\mu^2V^2)$, hence $T=4L^2/(3\mu V)$.

Let $g=Ee$. Since $d/dx=(\mu E)^{-1}d/d\tau$, multiplying the small-signal equation by $E/\epsilon$ turns it into

$$\frac{dg}{d\tau}+i\omega g=\frac{jE}{\epsilon}=\frac{jJ}{\epsilon^2}\tau,\qquad g(0)=0.$$

The integrating factor $e^{i\omega\tau}$, followed by one integration by parts, gives

$$g=\frac{jJ}{\epsilon^2}\int_0^\tau t'e^{-i\omega(\tau-t')}dt'
=\frac{jJ}{\epsilon^2}\left[\frac{\tau}{i\omega}-\frac{1-e^{-i\omega\tau}}{(i\omega)^2}\right].$$

The voltage amplitude is $v=\int e\,dx=\int(g/E)\mu E\,d\tau=\mu\int_0^Tg\,d\tau$. Integrate term by term, set $s=i\omega T$, and use $\mu JT^3/\epsilon^2=2LT/\epsilon=2T/C_0$:

$$Z=\frac vj=\frac{2T}{C_0}\left[\frac1{2s}-\frac1{s^2}+\frac{1-e^{-s}}{s^3}\right].$$

**Q:** That looks singular at low frequency.

**A:** The singular terms cancel. From $1-e^{-s}=s-s^2/2+s^3/6-s^4/24+\dots$,

$$\frac{1-e^{-s}}{s^3}=\frac1{s^2}-\frac1{2s}+\frac16-\frac s{24}+\dots$$

so that

$$Z=\frac{T}{3C_0}\left(1-\frac s4+\dots\right),\qquad Y=\frac{3C_0}{T}\left(1+\frac{i\omega T}{4}+\dots\right).$$

The real part is $G=3C_0/T=9\epsilon\mu V/(4L^3)$, which equals $dJ/dV$, as it must. The imaginary part divided by $\omega$ is

$$C=\frac{GT}{4}=\frac34C_0.$$

This is half of $dQ/dV$, and it lies below the geometrical value.

**Q:** A factor of exactly two suggests a simple picture. Where does the other half of the charge go?

**A:** Look at the quadrature current at each position, to first order in $\omega$. The displacement term already carries a factor $\omega$, so the static field change is enough: $e=v\,\partial E/\partial V=(3v/2L)\sqrt{x/L}$. The displacement current is then $i\omega v\,\tfrac32C_0\sqrt{x/L}$. The total quadrature current is $i\omega v\,\tfrac34C_0$ everywhere. Conduction must make up the difference:

$$\frac{j_c(x)-Gv}{i\omega v}=C_0\left[\frac34-\frac32\sqrt{\frac xL}\right].$$

At the injector this is $+\tfrac34C_0$, and at the collector it is $-\tfrac34C_0$. Their difference is the stored $\tfrac32C_0$, so your charge is all accounted for. Dividing by $G$ turns these into times: conduction leads the voltage by $T/4$ at the injector and lags it by $T/4$ at the collector.

During a slow upward ramp, half of the added charge comes from injection above the steady current. The other half comes from extraction below it: holes that would have left on the steady curve are still inside. The wire current exceeds the steady curve by the first half alone.

**Q:** Why is the result smaller than $C_0$? Adding mobile charge ought to increase a capacitance.

**A:** Average the total current over the layer. Since $\int_0^Le\,dx=v$,

$$j=i\omega C_0v+\langle j_c\rangle.$$

The geometrical capacitance is thus present at every frequency, and the rest comes from conduction. The average of $\sqrt{x/L}$ is $2/3$, so the quadrature part of $\langle j_c\rangle$ corresponds to $\tfrac34C_0-C_0=-\tfrac14C_0$. On average the conduction current lags the voltage, and a lagging current counts as negative capacitance.

At high frequency, $\omega T\gg1$, the leading term in $Z$ is $(2T/C_0)/(2s)=1/(i\omega C_0)$. $C$ therefore returns to $C_0$, with small oscillations on the way. Conduction does not die out: the next term in $Z$ gives it a conductance $2C_0/T$, two thirds of $G$. The charge distribution has no time to change within a cycle, so this current simply follows the field, in phase with the voltage.

**Q:** Is there evidence that does not rest on this linear calculation?

**A:** The full nonlinear equation was integrated in time, with 800 cells, starting from a uniform field, with the layer empty except for a thin sheet of holes at the injector. After it had settled, the voltage was ramped slowly up in one run and down in another, by 2% of the final voltage per time $L^2/(\mu V)$, with both runs ending at the same voltage. Half the difference of the two currents, divided by the ramp rate, gave a capacitance of $0.751\,C_0$. The conduction part was $-0.748\,C_0$ at the collector and $-0.249\,C_0$ on average. The settled states gave $dQ/dV=1.499\,C_0$. The small departures from 3/4, −3/4, −1/4 and 3/2 are of the size expected from a first-order grid of this spacing.

**Q:** Put in my numbers. I use a mobility of $10^{-4}$ cm²/Vs and 4 V.

**A:** The transit time is

$$T=\frac{4(2\times10^{-5}\ {\rm cm})^2}{3(10^{-4}\ {\rm cm^2/Vs})(4\ {\rm V})}=1.33\ \mu{\rm s}.$$

The current density is 59.8 mA/cm², and the stored charge is $1.5\times13.28\times4=79.7$ nC/cm², which also equals $JT$. The conductance is $3C_0/T=29.9$ mS/cm². The bridge value is

$$C=\frac{GT}{4}=\frac{(29.9\ {\rm mS/cm^2})(1.333\ \mu{\rm s})}{4}=9.96\ {\rm nF/cm^2},$$

against your expected 19.9 nF/cm². In this model $C/C_0$ is 0.750 at 10 kHz and 0.752 at 100 kHz, where $\omega T=0.84$. At 1 MHz, where $\omega T=8.4$, it is 0.995.

**Q:** Real contacts have finite hole densities, and holes diffuse. Does the distinction survive?

**A:** In general it does, although the two numbers can coincide for particular contacts, as they must somewhere between the two rows below. In this example $dQ/dV$ is far more sensitive to the collector density than $C$ is. I keep the internal voltage at 4 V, the temperature at 300 K and the injecting density at $10^{19}$ cm⁻³, and change only the hole density at the collector. $Q$ now counts all mobile holes in the layer. The drift-diffusion equations give:

| Collector density | $C/C_0$ | $(dQ/dV)/C_0$ |
|---|---|---|
| $10^{16}$ cm⁻³ | 0.804 | 1.471 |
| $10^{19}$ cm⁻³ | 0.807 | 0.724 |

**Q:** The charge derivative halves and the bridge hardly notices. Why?

**A:** A dense collector holds an accumulation layer, and a stronger field squeezes it against the metal. With diffusion, and $V_T=kT/q$, the steady current is

$$J=\epsilon\mu\frac{d}{dx}\left(\frac{E^2}{2}-V_T\frac{dE}{dx}\right).$$

Across a very thin layer the bracket barely changes. At the metal $dE/dx=qp_c/\epsilon$, where $p_c$ is the fixed contact density. Just outside the layer the diffusion term is small, and the field there is $E_b$. Hence

$$E(L)^2\approx E_b^2+\frac{2V_Tqp_c}{\epsilon},\qquad \frac{dE(L)}{dV}\approx\frac{E_b}{E(L)}\frac{dE_b}{dV}.$$

For $p_c=10^{19}$ cm⁻³ the added term is $3.1\times10^{11}$ (V/cm)². The ideal $E_b=0.30$ MV/cm then gives $E(L)\approx0.63$ MV/cm, and $dQ/dV\approx1.5\times0.30/0.63\approx0.7\,C_0$, close to the table. The estimate is rough: it uses the ideal $E_b$ and ignores the change of $E(0)$, which is no longer fixed. In the full solution $E_b\approx0.33$ and $E(L)\approx0.65$ MV/cm, $\epsilon\,dE(L)/dV=0.78\,C_0$, and the change of the injector field subtracts $0.05\,C_0$. For $10^{16}$ cm⁻³ the added term is a thousand times smaller and has little effect.

The holes squeezed out of the layer travel only its thickness $d$ to reach the metal. In $\langle j_c\rangle$ their current is weighted by a number of order $d/L$. With $d\sim V_T/E_b\approx0.9$ nm, that weight is below one percent, so the wire hardly registers them.

Diffusion does shift the ideal values. At 4 V it raises the current by 32% over the drift-only formula, and $C$ from 0.75 to about $0.80\,C_0$. At 16 V, with the $10^{16}$ cm⁻³ collector, the current excess falls to 10% and $C$ to $0.772\,C_0$, both nearer the ideal. $dQ/dV$, however, moves slightly further away, to $1.432\,C_0$. The shortfall comes from the finite density at the injector. The term $\epsilon\,dE(0)/dV$, which is subtracted, grows from $0.053\,C_0$ at 4 V to $0.076\,C_0$ at 16 V, while the collector term falls from 1.524 to $1.508\,C_0$. An injecting density of $10^{20}$ cm⁻³ gives $1.487\,C_0$ at 16 V. The 16 V case only shows the trend of the equations at fixed temperature. In the ideal model the steady power grows as $V^3$, so it would be 64 times that at 4 V, and a real layer would heat strongly.

**Q:** And if the mobility depends on the field?

**A:** Replace $\mu E$ by a velocity $u(E)$. The conduction current is $\epsilon u\,dE/dx$, and its first-order change is $\epsilon\,d(ue)/dx$. With $g=ue$ and $dx=u\,d\tau$, the earlier steps give

$$\frac{dg}{d\tau}+i\omega g=\frac j\epsilon\frac{dx}{d\tau},\qquad g\approx\frac j\epsilon\left[x-i\omega\int_0^\tau x\,d\tau'\right]$$

to first order in $\omega$. As before, $v=\int_0^Tg\,d\tau=(j/\epsilon)(A-i\omega B)$, where $A=\int_0^Tx\,d\tau$ and $B=\int_0^Td\tau\int_0^\tau x\,d\tau'$. Inverting to first order,

$$Y\approx\frac\epsilon A\left(1+\frac{i\omega B}{A}\right),\qquad C=\frac{\epsilon B}{A^2}.$$

The static change $e(L)=jL/[\epsilon u(L)]$, with $u(L)$ the velocity at the collector, gives $dQ/dV=\epsilon e(L)/v=\epsilon L/[u(L)A]$. Constant mobility means $x=L\tau^2/T^2$, so $A=LT/3$, $B=LT^2/12$ and $u(L)=2L/T$. This returns 3/4 and 3/2.

For a mobility growing as $\exp(\gamma\sqrt E)$ with $\gamma=10^{-3}$ (cm/V)$^{1/2}$, a rough value, the mobility rises by a factor 1.73 at 0.30 MV/cm. At 4 V the results become $0.765\,C_0$ and $1.437\,C_0$. The ratio is no longer two, but the gap remains.

**Q:** How closely does this describe an actual device on my bench?

**A:** Your thickness, permittivity and mobility are rough typical values for an organic hole-only diode, though mobilities in such films span many orders of magnitude. The model also takes the mobility to be independent of the hole density, which need not hold in such films. Another assumption at risk is the absence of traps. The mean injected density is $2.5\times10^{16}$ cm⁻³, and traps or background holes of comparable density can change the result. Slow traps can matter at much lower density. In the simplest case, a small voltage step first injects extra mobile holes, and the current then falls as some of them are trapped, over a time that can far exceed $T$. Such a current leads the voltage, so it raises the capacitance at frequencies low enough for the traps to respond. I have not calculated how far a given trap density would move it.

The electrode matters too. For a device admittance $y$ in series with a resistance $R$, the bridge sees $y/(1+Ry)$, whose derivative with respect to $y$ is $1/(1+Ry)^2$. At low frequency the apparent capacitance is therefore the true one divided by $(1+RG_d)^2$, where $G_d$ is the conductance of the whole device. With 0.1 cm² and a rough 20 Ω, $RG_d=0.060$, and $0.75\,C_0$ reads as $0.668\,C_0$. This is an 11% reduction, larger than the diffusion shift and opposite in sign. Steady heating is about 1.7 K for one-dimensional heat flow through 0.7 mm of glass whose back is held at fixed temperature. Without such a heat sink it can be several times larger. Even a small rise can matter, because the temperature follows the power slowly. If the mobility rises with temperature, part of the conduction current is delayed, and by the earlier argument this counts as negative capacitance. The capacitive current is only about $\omega T/4$ of the conductive one, or 0.2% at 1 kHz, so even a very small delayed thermal current can matter. The bridge frequency should be well below $1/T$, yet high enough that the thermal current is small compared with the capacitive one. As a rough guide, take the same glass with a heat capacity of 2 J/(cm³ K) and a mobility activated by 0.1 to 0.3 eV. The ideal $0.75\,C_0$ then turns negative at 100 Hz, reads about 0.65 to $0.44\,C_0$ at 1 kHz, and is within about $0.01\,C_0$ of the ideal value at 10 kHz. The ideal peak field of 0.30 MV/cm is 0.15 of a rough breakdown field of 2 MV/cm. The numerical output below lists these values.

**Q:** When would $dQ/dV$ have been the right answer?

**A:** When the collector's conduction current has no quadrature part, with $E(0)=0$ as before. A blocking collector is one case, since no holes leave and every added hole must be supplied through the injector. But then there is no steady current either, and the charge $\tfrac32C_0V$ no longer applies. In the drift-only model holes would pile up at an infinitely thin blocking plane without limit, so a finite $Q(V)$ requires the thickness of the blocking layer to be included. In your conducting diode, $dQ/dV$ correctly tells you how much charge the layer gains. To find what the wire delivers, you must also count what leaves through the collector.

## Computed results

```
Simulated J L^3/(eps mu V^2): 1.1229
Simulated dQ/dV: 1.4986 C0
Simulated slow-ramp capacitance: 0.7509 C0
Simulated conduction part, collector: -0.7477 C0
Simulated conduction part, mean: -0.2491 C0
Symbolic low-frequency capacitance: 3/4 C0
Thickness: 200 nm; relative permittivity: 3.0
Mobility: 1.0e-04 cm2/Vs; voltage: 4.0 V
Temperature: 300 K; kT/q: 25.85 mV
C0: 13.28 nF/cm2
dQ/dV: 19.92 nF/cm2
Low-frequency C: 9.96 nF/cm2
Injected charge Q: 79.7 nC/cm2
Current density J: 59.8 mA/cm2
Transit time T: 1.333 us
Conductance G: 29.9 mS/cm2
C at 10 kHz: 0.7500 C0 (omega T = 0.084)
C at 100 kHz: 0.7522 C0 (omega T = 0.838)
C at 1000 kHz: 0.9949 C0 (omega T = 8.378)
C at 10000 kHz: 0.9999 C0 (omega T = 83.776)
Contact densities: 1e+19 and 1e+16 cm^-3
With diffusion, 4 V: C = 0.804 C0, dQ/dV = 1.471 C0
With diffusion, 4 V: J / ideal J = 1.319
With diffusion, 16 V: C = 0.772 C0, dQ/dV = 1.432 C0
With diffusion, 16 V: J / ideal J = 1.101
Both contacts 1e+19 cm^-3, 4 V: C = 0.807 C0
Both contacts 1e+19 cm^-3, 4 V: dQ/dV = 0.724 C0
Field coefficient gamma (rough): 1.0e-03 (cm/V)^0.5
Mobility gain at ideal peak field: 1.73
Field-dependent mobility: C = 0.765 C0, dQ/dV = 1.437 C0
Area: 0.1 cm2; series resistance (rough): 20 ohm
Apparent C with series resistance, 1 kHz: 0.668 C0
Glass: 0.7 mm, 1.0 W/(m K) (rough)
Self-heating through glass: 1.67 K
Peak field: 0.30 MV/cm
Breakdown field (rough): 2 MV/cm
Peak field / breakdown field: 0.15
Mean injected density: 2.49e+16 cm^-3
Site density (rough): 1e+21 cm^-3
Mean site filling: 2.5e-05
```
